# Phonon-drag thermopower of a nondegenerate semiconductor from momentum balance

## What is lost when drag is left out

Suppose the thermopower of lightly doped n-type silicon at 80 K is computed from carrier diffusion alone. For the model worked out below, with an assumed phonon lifetime of 2 ns, the answer is −1.09 mV/K, while the full value is −2.27 mV/K. The missing half comes from phonons that push the carriers.

The damage is worse if the thermopower is used to find the carrier density. The diffusion part contains \((k_B/e)\ln n\), with \(k_B/e=0.0862\) mV/K. An unrecognized drag part of 1.17 mV/K shifts \(\ln n\) by \(1.17/0.0862\approx 13.6\), so the inferred density is too small by a factor of nearly a million.

A second error arises when drag is included with the phonon lifetime that fits the thermal conductivity. For an illustrative lifetime law used below, the heat-conduction average is about fifty times shorter than the lifetime that drag requires.

The result that avoids both errors is

\[
S_{\rm ph}=s\,\frac{f\,v_s^2\,\tau_{\rm ph}}{\mu T},\qquad s=\pm1 .
\tag{1}
\]

Here \(s=+1\) for holes and \(-1\) for electrons, and \(\mu>0\) is the mobility. The fraction of the carriers' field momentum that goes to acoustic phonons is \(f\), and \(v_s\) is the sound speed. The lifetime \(\tau_{\rm ph}\) refers to all phonon losses except scattering by carriers.

## Model and linearized collision rate

Carriers of charge \(se\) and density \(n\) occupy isotropic parabolic valleys. Phonons have \(\omega_q=v_sq\), and Umklapp scattering of carriers is left out. Sums over \(\mathbf k\) (with spin and valleys) and over \(\mathbf q\) are per unit volume. Small departures from equilibrium are written

\[
f_k=f^0_k(1+\varphi_k),\qquad N_q=N^0_q+N^0_q(N^0_q+1)g_q .
\]

A carrier in \(\mathbf k\) absorbs a phonon \(\mathbf q\) and goes to \(\mathbf k'=\mathbf k+\mathbf q\) at a rate proportional to \(f_kN_q\). The reverse emission is proportional to \(f_{k'}(N_q+1)\), with the same coefficient. Factors \(1-f\) for occupied final states are dropped because the carriers are nondegenerate.

In equilibrium the two rates are equal. Energy conservation gives \(f^0_{k'}/f^0_k=e^{-\hbar\omega_q/k_BT}\), and the Bose function gives \(N^0_q/(N^0_q+1)=e^{-\hbar\omega_q/k_BT}\). Call the common rate \(R_{kq}\). Since \(N_q=N^0_q[1+(N^0_q+1)g_q]\) and \(N_q+1=(N^0_q+1)[1+N^0_qg_q]\), the net absorption rate to first order is

\[
R_{kq}\left[\varphi_k+(N^0_q+1)g_q-\varphi_{k'}-N^0_qg_q\right]
=R_{kq}(\varphi_k-\varphi_{k'}+g_q).
\tag{2}
\]

No assumption of elastic scattering has entered.

## Momentum balance and the meaning of \(f\)

A field \(E\) along \(z\) changes the distribution at the rate \(-(seE/\hbar)\,\partial f^0_k/\partial k_z=seEv_zf^0_k/k_BT\). In the steady state, collisions cancel this. Multiply the carrier equation by any function \(\psi_k\) and sum. Each net absorption removes a carrier from \(\mathbf k\) and adds one at \(\mathbf k'\), so

\[
\frac{seE}{k_BT}\sum_k\psi_kv_zf^0_k
=\sum_{kq}R_{kq}(\psi_k-\psi_{k'})(\varphi_k-\varphi_{k'}+g_q)
+I[\psi,\varphi].
\tag{3}
\]

The term \(I\) describes elastic impurity scattering. It is symmetric in its arguments, because it is a sum of equilibrium rates times \((\psi_k-\psi_{k'})(\varphi_k-\varphi_{k'})\).

Now take \(\psi_k=\hbar k_z\). Integration by parts turns the left side into

\[
-seE\sum_kk_z\frac{\partial f^0_k}{\partial k_z}=s\,neE ,
\]

which is the total force on the carriers. On the right, \(\hbar k_z-\hbar k'_z=-\hbar q_z\). Each net absorption also removes one phonon, so the net rate at which carriers create phonons is

\[
G_q=-\sum_kR_{kq}(\varphi_k-\varphi_{k'}+g_q).
\]

Equation (3) therefore becomes

\[
s\,neE=\sum_q\hbar q_zG_q+F_{\rm imp},\qquad
f\equiv\frac{\sum_q\hbar q_zG_q}{s\,neE}.
\tag{4}
\]

This defines \(f\) as a ratio of momentum rates. It is not a ratio of scattering events, nor in general a ratio of mobilities.

## Heat carried by the dragged phonons

At uniform temperature each mode gains phonons at the rate \(G_q\) and loses its excess at the rate \(\delta N_q/\tau_{\rm ph}\). Hence \(\delta N_q=\tau_{\rm ph}G_q\), and for a common lifetime the phonon momentum density is

\[
P=\sum_q\hbar q_z\,\delta N_q=s\,f\,neE\,\tau_{\rm ph}.
\tag{5}
\]

A phonon carries energy \(\hbar\omega_q\) at velocity \(v_s\mathbf q/q\). Linear dispersion gives

\[
\hbar\omega_q\,v_s\frac{\mathbf q}{q}=v_s^2\,\hbar\mathbf q ,
\]

so the heat flux is \(J_Q=v_s^2P\). There is no factor 1/3: the average over directions is already contained in the vector \(P\), whose size is fixed by the force.

The drift velocity is \(s\mu E\), so the current density is \(J=(se)n(s\mu E)=ne\mu E\), and the Peltier coefficient is

\[
\Pi_{\rm ph}=\frac{J_Q}{J}=s\,\frac{f\,v_s^2\,\tau_{\rm ph}}{\mu}.
\tag{6}
\]

If the lifetime depends on \(q\), the same sum gives (6) with

\[
\bar\tau=\frac{\sum_q\tau_q\,\hbar q_zG_q}{\sum_q\hbar q_zG_q}.
\tag{7}
\]

Each mode counts by the momentum it receives. For several branches, the product \(fv_s^2\tau_{\rm ph}\) is replaced by \(\sum_\lambda f_\lambda v_\lambda^2\tau_\lambda\).

## From the Peltier to the Seebeck coefficient

The thermopower is defined by \(E=S\,\nabla T\) at zero current. A temperature gradient \(T'\) along \(z\) acts on the carriers directly, which gives the diffusion part, and on the phonons. The equations are linear, so the phonon part can be treated separately.

The phonon drift term is \(v_{qz}T'\,\partial N^0_q/\partial T\), with

\[
\frac{\partial N^0_q}{\partial T}=N^0_q(N^0_q+1)\frac{\hbar\omega_q}{k_BT^2}.
\]

With \(D_q=N^0_q(N^0_q+1)/\tau_q\), the phonon equation is

\[
D_qg_q=G_q-v_{qz}T'\,\frac{\partial N^0_q}{\partial T}.
\]

Multiply it by a trial function \(h_q\), sum over \(\mathbf q\), and add (3). All collision terms combine into

\[
B=\sum_{kq}R_{kq}(\psi_k-\psi_{k'}+h_q)(\varphi_k-\varphi_{k'}+g_q)
+I[\psi,\varphi]+\sum_qh_qD_qg_q ,
\]

which is unchanged when \((\psi,h)\) and \((\varphi,g)\) are exchanged. Define the current and phonon heat flux of any state by

\[
J[\psi]=se\sum_kv_zf^0_k\psi_k,\qquad
J_Q[h]=\sum_q\hbar\omega_qv_{qz}N^0_q(N^0_q+1)h_q .
\]

The state driven by the field, \((\varphi^E,g^E)\), obeys \(B=(E/k_BT)\,J[\psi]\) for every trial state. The state driven by the gradient, \((\varphi^T,g^T)\), obeys \(B=-(T'/k_BT^2)\,J_Q[h]\). Use each solution as the trial state for the other. The two values of \(B\) are equal by symmetry:

\[
\frac{E}{k_BT}J[\varphi^T]=-\frac{T'}{k_BT^2}J_Q[g^E].
\]

Since \(J_Q[g^E]=\Pi_{\rm ph}\,ne\mu E\), the gradient drives the current \(J[\varphi^T]=-\Pi_{\rm ph}\,ne\mu\,T'/T\). An open circuit needs a field with \(ne\mu E+J[\varphi^T]=0\), that is \(E=\Pi_{\rm ph}T'/T\). Hence \(S_{\rm ph}=\Pi_{\rm ph}/T\), which is (1).

The sign can be read directly. Phonons flow to the cold end and push carriers there, and the field must push them back. That field points up the gradient for holes and down it for electrons.

## Limit of weak back-action

At low density the phonons lose their momentum elsewhere before carriers reabsorb it. Then \(g_q\) can be dropped in (3), and \(f\) and \(\mu\) follow from an ordinary mobility calculation with equilibrium phonons.

If scattering is also nearly elastic, with acoustic rate \(1/\tau_{\rm ac}\) and total rate \(1/\tau\), the carrier equation gives \(\varphi_k=seE\tau v_z/k_BT\). Let \(\langle\cdot\rangle\) be the average with weight \(f^0_kv_z^2\), whose normalization is \(\sum_kf^0_kmv_z^2=nk_BT\). Then

\[
\mu=\frac em\langle\tau\rangle,\qquad
f=\left\langle\frac{\tau}{\tau_{\rm ac}}\right\rangle,\qquad
\frac f\mu=\frac me\,\frac{\langle\tau\,\tau_{\rm ac}^{-1}\rangle}{\langle\tau\rangle}.
\tag{8}
\]

The ratio \(f/\mu\) is an average of the acoustic rate, weighted by \(\tau\). If the impurity rate is a fixed multiple of the acoustic rate, \(\tau\) is proportional to \(\tau_{\rm ac}\), and \(f/\mu=1/\mu_L\), with \(\mu_L\) the phonon-limited mobility. Impurities then leave \(S_{\rm ph}\) unchanged: they reduce the momentum given to phonons and the current by the same factor.

For deformation potential \(\Xi\) and mass density \(\rho\), the squared matrix element times volume is \(\Xi^2\hbar q/2\rho v_s\). For \(\hbar\omega_q\ll k_BT\), absorption and emission each have the factor \(k_BT/\hbar v_sq\), so together they give \(\Xi^2k_BT/\rho v_s^2\), independent of \(q\). The golden rule with density of final states \(mk/2\pi^2\hbar^2\) yields

\[
\frac1{\tau_{\rm ac}}=\frac{2\pi}{\hbar}\,\frac{\Xi^2k_BT}{\rho v_s^2}\,\frac{mk}{2\pi^2\hbar^2}
=\frac{\Xi^2mk_BT\,k}{\pi\rho v_s^2\hbar^3}.
\]

Scattering is isotropic, so this is also the momentum relaxation rate. Set \(x=k/k_{\rm th}\) with \(k_{\rm th}=\sqrt{2mk_BT}/\hbar\). The weight is \(x^4e^{-x^2}\), and \(\langle1/x\rangle=(1/2)/(3\sqrt\pi/8)=4/(3\sqrt\pi)\). Therefore

\[
\mu_L=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v_s^2}{3m^{5/2}(k_BT)^{3/2}\Xi^2},\qquad
|S_{\rm ph}|=\frac{3m^{5/2}k_B^{3/2}\,\Xi^2\,T^{1/2}\tau_{\rm ph}}{2\sqrt{2\pi}\,e\hbar^4\rho}.
\tag{9}
\]

The second expression holds without impurities (\(f=1\)). At fixed \(\Xi\), \(\rho\) and lifetime, the sound speed cancels. The explicit temperature factor rises as \(T^{1/2}\), so a fall of drag on heating must come, within this limit, from a momentum-weighted lifetime \(\bar\tau\) that shortens faster than \(T^{-1/2}\). The lifetimes of the single modes need not change for this: warmer carriers feed modes of larger \(q\), and if \(\tau_q\propto q^{-2}\), that alone makes \(\bar\tau\) fall as \(1/T\) when impurity scattering is absent.

## Limit of strong back-action

At higher density carriers reabsorb phonon momentum. Write \(\Gamma_q=\sum_kR_{kq}\) and \(A_q=\sum_kR_{kq}(\varphi_k-\varphi_{k'})\). At uniform temperature \(D_qg_q=G_q=-A_q-\Gamma_qg_q\), so

\[
g_q=-\frac{A_q}{D_q+\Gamma_q},\qquad
G_q=-\frac{A_q}{1+\tau_q/\tau_{c,q}},\qquad
\frac1{\tau_{c,q}}=\frac{\Gamma_q}{N^0_q(N^0_q+1)}.
\tag{10}
\]

The rate \(1/\tau_{c,q}\) at which carriers relax a phonon is proportional to \(n\). The dilute treatment requires \(\tau_q\ll\tau_{c,q}\) for the modes that take the momentum.

Equations (4) to (7) never assumed this. Formula (1) therefore still holds if \(f\) is the net fraction and \(\mu\) the mobility in the presence of the dragged phonons. The lifetime must still exclude carrier scattering, since reabsorbed momentum has already been subtracted in \(f\).

In the opposite limit, exchange between carriers and a group of phonon modes outruns every other process in both systems. They then drift together at velocity \(u\) along \(z\), with \(\varphi_k=\hbar k_zu/k_BT\) and \(g_q=\hbar q_zu/k_BT\), for which (2) vanishes. Suppose these modes take nearly all the momentum given to phonons and share one lifetime. Their momentum density is \(\rho_du\), with \(\rho_d=\sum_q\hbar^2q_z^2N^0_q(N^0_q+1)/k_BT\). With \(u=s\mu E\), equation (5) reads \(\rho_d\,s\mu E=s\,f\,neE\,\tau_{\rm ph}\), so \(\mu/f=ne\,\tau_{\rm ph}/\rho_d\), and (1) becomes

\[
|S_{\rm ph}|=\frac{v_s^2\rho_d}{neT}=\frac{C_d}{3ne},\qquad
C_d=\sum_q\frac{(\hbar\omega_q)^2N^0_q(N^0_q+1)}{k_BT^2}.
\tag{11}
\]

The last step uses \(v_s^2q_z^2\to\omega_q^2/3\) on averaging over directions. Here \(C_d\) is the heat capacity of the dragged modes. The lifetime has dropped out: a longer one raises \(\mu/f\) in proportion. Without impurities \(f=1\), and this is the mobility itself.

## Worked example: n-type silicon at 80 K

The inputs are rough values for silicon: \(v_s=9.0\) km/s, \(\Xi=9\) eV, \(\rho=2.33\) g/cm³, and an isotropic mass of \(0.321\,m_e\). The carrier and ionized-impurity densities are both \(10^{14}\) cm⁻³, and \(\tau_{\rm ph}=2.0\) ns. Impurities scatter by the Brooks–Herring rate, with relative permittivity 11.7. The Boltzmann equation was solved with inelastic phonon scattering and gave \(\mu=15\,900\) cm²/Vs and \(f=0.922\).

A field of 1 V/cm gives a drift speed of 159 m/s, far below the sound speed. In SI units the chain is

\[
\begin{aligned}
neE&=1602\ {\rm N/m^3},\\
P&=0.922\times1602\times2.0\times10^{-9}=2.95\times10^{-6}\ {\rm kg/(m^2\,s)},\\
J_Q&=(9.0\times10^3)^2P=239\ {\rm W/m^2},\qquad J=2547\ {\rm A/m^2},\\
\Pi_{\rm ph}&=-239/2547\ {\rm V}=-94\ {\rm mV},\qquad
S_{\rm ph}=-94/80=-1.17\ {\rm mV/K}.
\end{aligned}
\]

A separate solution, with a temperature gradient imposed on the phonons and the open-circuit field found from zero current, also gave −1.17 mV/K. It used a larger set of trial functions and a finer grid, but the same symmetric collision operator, so the agreement tests convergence and bookkeeping, not the scattering model.

The diffusion part is \(-(k_B/e)[\langle\varepsilon\rangle_J/k_BT-\ln(n/N)]\), where \(\langle\varepsilon\rangle_J\) is the mean energy weighted by current and \(N\) the effective density of states of the band. It equals −1.09 mV/K, so the total, summed before rounding, is −2.27 mV/K.

**Impurities.** Without them the inelastic solution gives \(\mu_L=18\,100\) cm²/Vs (the elastic formula (9) gives 17 600) and the drag part is −1.12 mV/K. Adding impurities thus raises its magnitude by about 5%. Equation (8) gives the reason: over most of the thermal range, Brooks–Herring scattering is strongest for slow carriers. It shifts the weight \(\tau\) toward fast carriers, whose acoustic rate is higher. For the same reason \(\mu/\mu_L=0.876\) lies about 5% below \(f=0.922\) and should not be used in its place.

**Choice of lifetime.** Let the lifetime follow \(1/\tau_q=(q/k_{\rm th})^2/(2\ {\rm ns})+v_s/(5\ {\rm mm})\), an assumed law with a boundary term. It serves only to show the effect of the weighting and is not fitted to silicon, whose thermal conductivity it would greatly underestimate. The momentum-weighted lifetime is 0.574 ns, and \(S_{\rm ph}=-0.337\) mV/K by both routes. The heat-conduction average of the same law is 0.011 ns. Carriers feed modes of small \(q\), with rms value 0.63 nm⁻¹ here, while heat conduction also counts modes of larger \(q\), which this law makes short-lived.

**Back-action.** At \(10^{14}\) cm⁻³ it lowers the magnitude of \(S_{\rm ph}\) by 0.04%. At \(10^{17}\) cm⁻³, with impurity scattering held fixed to isolate the effect, the net fraction is 0.896 and the mobility 21 700 cm²/Vs. Formula (1) then gives −0.837 mV/K, and the imposed gradient agrees. The dilute \(f\) and \(\mu\) would overstate this by 40%. Most of the reduction comes from the higher mobility. This comparison does not describe silicon doped to that density, where impurity scattering and the screening of the carrier–phonon coupling would also change.

## Use for real silicon

A mobility of order \(10^4\) cm²/Vs is reasonable for lightly doped silicon near 80 K. The lifetime is the least certain input, and \(S_{\rm ph}\) is proportional to it. The value 2 ns is assumed and is probably too short: first-principles lifetimes of longitudinal modes near 1 THz at 80 K are of order 10 ns, and the drag measured in such samples is several mV/K. The example shows the method, not the thermopower of silicon.

Apart from the lifetime, two assumptions that real silicon breaks move the number most among those sized here:

- **Anisotropic valleys.** The model mass is 1.24 times the conduction mass. At the same energy-dependent scattering rate, the mobility rises by this factor and \(S_{\rm ph}\) falls to about −0.94 mV/K. No such correction is needed if a measured mobility is inserted in (1).
- **Transverse phonons.** If, at fixed \(f\) and \(\mu\), half of the phonon momentum went to modes at 5.4 km/s with the same lifetime, \(S_{\rm ph}\) would be multiplied by \(\tfrac12[1+(5.4/9.0)^2]=0.68\), giving −0.80 mV/K. If such a channel were instead added to an unchanged longitudinal coupling, the mobility would roughly halve and the magnitude of \(S_{\rm ph}\) would rise by about a third.

Smaller effects are the elastic approximation, which would raise the magnitude by 3%, and a sine-shaped dispersion, which at fixed \(f\) and \(\mu\) would lower it by about 0.5%. Degeneracy is negligible, with \(n/N=2.65\times10^{-5}\), and more than 90% of donors 45 meV deep would be ionized. Intervalley scattering is omitted. A 60 meV phonon has an occupation of only \(1.7\times10^{-4}\), but intervalley modes of lower energy have not been sized.

The relaxation-time treatment of phonons has a limit of its own. Collisions among phonons that conserve momentum pass it to other modes instead of destroying it. Where these dominate, a single-mode lifetime is not the right \(\tau_{\rm ph}\), and the phonon Boltzmann equation must be solved with its full collision term. For the long-wavelength modes that carriers feed in silicon at 80 K, such collisions are expected to dominate.

In a first-principles calculation, the safe order is to obtain \(\mu\) and the momentum delivered to each mode from the same carrier solution, and then to weight each mode's \(v_\lambda^2\tau_{\lambda q}\) by that momentum. For curved dispersion, \(v_s^2\hbar\mathbf q\) is replaced by \(\hbar\omega_q\) times the group velocity. The remaining values are in the numerical output.

## Computed results

```
INPUTS (rough values for n-type silicon)
temperature                         80 K
carrier = impurity density          1.0e+14 cm^-3
longitudinal sound speed            9.0 km/s
mass density                        2.33 g/cm^3
deformation potential               9.0 eV
relative permittivity               11.7
valley masses long., transv.        0.92, 0.19 m_e
isotropic model mass                0.321 m_e
phonon lifetime                     2.0 ns
RESULTS
thermal wave number k_th            0.2412 nm^-1
rms q weighted by momentum          0.6334 nm^-1
phonon mean free path               18.0 um
mobility                            15895 cm2/Vs
fraction f                          0.9219
S_ph from formula (electrons)       -1.1745 mV/K
S_ph from imposed gradient          -1.1745 mV/K
S diffusion part                    -1.0943 mV/K
S total                             -2.2688 mV/K
no impurities: mobility             18145 cm2/Vs
no impurities: S_ph                 -1.1160 mV/K
CHAIN (magnitudes)
field                               1.0 V/cm
drift speed                         159.0 m/s
force density                       1602.2 N/m^3
phonon momentum density             2.9542e-06 kg/(m^2 s)
phonon heat flux                    0.02393 W/cm^2
current density                     0.25467 A/cm^2
Peltier coefficient                 93.96 mV
LIFETIME FALLING AS 1/q^2
lifetime at q = k_th, bulk          2.0 ns
sample size                         5.0 mm
momentum-weighted lifetime          0.574 ns
heat-conduction lifetime            0.011 ns
S_ph, momentum-weighted             -0.3371 mV/K
S_ph, imposed gradient              -0.3371 mV/K
BACK-ACTION (impurity scattering held fixed)
S_ph change at example density      -0.043 %
higher density                      1.0e+17 cm^-3
  net fraction f                    0.8957
  mobility                          21668 cm2/Vs
  S_ph from formula                 -0.8371 mV/K
  S_ph from imposed gradient        -0.8369 mV/K
OTHER NEGLECTED EFFECTS
degeneracy n/N_band                 2.65e-05
ionized donors (depth 45 meV)       96.6 %
model mass / conduction mass        1.244
transverse sound speed              5.4 km/s
S factor, half of f to transverse   0.680
S loss from curved dispersion       0.49 %
S change in elastic approximation   2.94 %
occupation of a 60 meV phonon       1.66e-04
```
